Why Columnar Grain Boundaries Add 2γ/D to Film Energy Density

**1. A square grid of columns**

Take a film of thickness h, divided by vertical walls into square columns of side D, like a box of square bottles with one sheet of card between neighbours. The film is wide, so its outer rim can be ignored for now. Each wall between two columns costs an energy γ per unit area. This γ belongs to the whole contact: one boundary, one area, one γ.

One column has four walls, each of area Dh, and a volume D²h. Its wall area per volume is

4Dh/(D²h) = 4/D.

It is tempting to multiply by γ and call the result the boundary energy density. But count the walls of the film itself. Give each column its right wall and its back wall. Its left wall is then the right wall of the column to the left, and its front wall is the back wall of the column in front. Every wall has been given to one column, and each column has received two:

u_wall = γ · 2Dh/(D²h) = 2γ/D.

The first count met each wall twice, once from either side. The factor 4 describes the surface of a column, and the factor 2 describes the walls present in the film.

**2. From squares to cylinders and real grains**

A cylindrical grain of diameter D has side area πDh and volume πD²h/4. Their ratio is

πDh/(πD²h/4) = 4/D,

the same as for the square. If each piece of side surface is shared with one neighbour, half of it is charged to each grain, and the film again receives 2γ/D.

Cylinders cannot fill a film, however: round columns leave gaps. The cylinder is shorthand for a compact column, and the statement needs a form that holds for columns that do fill space. Let grain i have perimeter Pᵢ and area Aᵢ in plan view, and let L be the total length of wall in that view. Adding all perimeters passes along each internal wall twice, so

ΣPᵢ = 2L, which gives L = ½ΣPᵢ.

The wall area is Lh and the film volume is hΣAᵢ. The thickness cancels:

u_wall = γLh/(hΣAᵢ) = γΣPᵢ/(2ΣAᵢ).

This equals 2γ/D for any pattern if the diameter is defined by D = 4ΣAᵢ/ΣPᵢ. For a circle, this definition returns the ordinary diameter.

A honeycomb fills the film without gaps. Let D be the distance between opposite flat sides of a hexagon. Each side has length D/√3, so P = 6D/√3 = 2√3 D. The hexagon consists of six triangles with base D/√3 and height D/2, so

A = 6 · ½ · (D/√3) · (D/2) = (√3/2)D²,

P/A = 2√3 D/[(√3/2)D²] = 4/D.

Half of this is 2/D, with no approximation. For D = 6 nm, the side surface of one grain per volume is 0.667 nm⁻¹, while the film contains 0.333 nm⁻¹ of wall.

**3. What the symbol γ must mean**

The factor depends on the convention for γ. Suppose σ is instead the energy of a free grain surface, per area of that surface. Two separate grains brought into contact lose two free surfaces and gain one boundary. If W is the energy released per area of contact, then

γ = 2σ − W.

With W = 0, the density 2γ/D becomes 4σ/D. The four has returned because each contact now contains two surfaces, each with its own σ. There is no conflict, but a boundary energy γ must not be put into the formula written for σ.

**4. When sharing fails**

The halving comes from the neighbour, so it should disappear when the neighbour is absent. Take a finite group of grains and count every wall that touches it. Internal walls occur twice in the sum of perimeters, and rim walls occur once:

ΣPᵢ = 2L_in + L_rim.

The length wanted is L = L_in + L_rim. Substituting L_in = ½(ΣPᵢ − L_rim) gives

L = ½ΣPᵢ + ½L_rim.

For a single grain, L_rim = P, and therefore L = P. A lone grain embedded in a foreign matrix carries the full 4γ/D per volume of grain. For a large compact group, the rim grows as the group's width while the sum of perimeters grows as its area, so the correction fades.

The top and bottom of the film are also unshared. Each column has two end faces of area A, in contact with electrodes. With equal face energies γ_f,

u_face = 2γ_fA/(Ah) = 2γ_f/h.

This looks like the wall term with h in place of D, but its factor 2 has another origin. The wall term is a four that has been halved. The face term is two whole faces, because no other column of the film carries any part of their energy.

**5. Which diameter was measured?**

Microscope images can be reduced to an equal-area diameter D_a, the diameter of a circle with the mean grain area. For the honeycomb,

πD_a²/4 = (√3/2)D², so D_a = 1.050 D.

Hence 2/D = 2.10/D_a. Among shapes of a given area the circle has the shortest perimeter, so for grains of equal area the coefficient of 1/D_a cannot fall below 2. Equal-area grains that fill the plane do not reach this bound: the honeycomb's 2.10 is their lowest value, and squares give 2.26.

In an irregular pattern two effects compete. Uneven shapes add wall, while a spread of sizes at fixed mean area removes some, so the net effect must be calculated. A useful model scatters seeds independently over the plane, with λ seeds per area, and gives each location to its nearest seed. A location lies on a wall if its two nearest seeds are equally distant. For two seeds at distances r₁ and r₂, set f = r₁ − r₂. Close to the wall, f equals |∇f| times the distance from the wall, so the wall length is the area integral of δ(f)|∇f|. The gradients of r₁ and r₂ are unit vectors. If θ is the angle between them, |∇f| = 2 sin(θ/2).

The chance that no other seed lies within r is exp(−πλr²). Sum over pairs of seeds, with a factor ½ because the order within a pair is irrelevant. The delta function sets r₁ = r₂ = r, and the two area elements supply r²:

L/area = ½λ² · 2π · ∫₀^{2π} 2 sin(θ/2) dθ · ∫₀^∞ r² exp(−πλr²) dr.

The angular integral is 8, and the radial one is √π/[4(πλ)^{3/2}] = 1/(4πλ^{3/2}). Thus

L/area = 8πλ²/(4πλ^{3/2}) = 2√λ.

The mean grain area is 1/λ = πD_a²/4, so √λ = 2/(√π D_a), and

L/area = 4/(√π D_a) = 2.26/D_a.

This is 13 % above 2/D_a. It is 7 % above the honeycomb's 2.10 and equal to the value for regular squares, so only part of the 13 % is due to irregularity. Other patterns differ: strongly clustered seeds, with a very wide spread of sizes, can bring the coefficient below 2. Counting each wall twice changes the coefficient of any pattern by 100 %.

If the number-average diameter D̄ is reported instead, the spread of sizes matters. Take grains of similar shape and define each diameter as Dᵢ = 4Aᵢ/Pᵢ (the side of a square, the diameter of a circle). The shape factor then cancels, and circles can stand for any such shape:

L/area = ½Σ(πDᵢ)/Σ(πDᵢ²/4) = 2⟨D⟩/⟨D²⟩.

Let c be the standard deviation divided by the mean. Then ⟨D²⟩ = D̄²(1 + c²), and

L/area = 2/[D̄(1 + c²)].

At fixed D̄, a spread c = 0.3 lowers the wall density by a factor 1/1.09 = 0.917. Large grains occupy much of the area and have little wall per area. This correction should not be added to the 2.26 of the random pattern, which already includes that pattern's own spread. If D̄ averages equal-area diameters instead, the shape factor does not cancel: squares of two sizes with c = 0.3 give 2.07/D̄, and the random pattern gives about 2.2/D̄, both above 2/D̄.

**6. The contributions to phase formation**

In hafnium zirconium oxide, the polar orthorhombic phase is the one wanted for ferroelectric memory, while the monoclinic phase is lower in bulk energy. Small grains can favour the polar phase if its boundaries are cheaper. The model below compares two films with the same grain pattern and thickness, one entirely polar and one entirely monoclinic. Energies are quoted per formula unit (f.u.), one metal atom with two oxygen atoms.

The chosen values are round:

- grain diameter D = 6 nm and film thickness h = 10 nm
- bulk energy, polar minus monoclinic, Δu = 50 meV/f.u.
- volume per formula unit v = 0.034 nm³
- boundary energy 0.7 J/m² in the polar film and 1.0 J/m² in the monoclinic film
- face energy lower by 0.3 J/m² in the polar film, on each face

Let Δγ and Δγ_f be the monoclinic values minus the polar ones, both positive here. Since 1 J/m² = 6.2415 eV/nm², each difference is 0.3 × 6.2415 = 1.8725 eV/nm².

**Bulk.** This contributes +50 meV/f.u. to polar minus monoclinic. A positive sign favours the monoclinic phase.

**Side boundaries.** The polar film saves 2Δγ/D per volume:

v · 2Δγ/D = 0.034 × 2 × 1.8725/6 eV = 21.2 meV/f.u.

**Faces.** The polar film saves

v · 2Δγ_f/h = 0.034 × 2 × 1.8725/10 eV = 12.7 meV/f.u.

The balance is

ΔE = Δu − v(2Δγ/D + 2Δγ_f/h) = 50.0 − 21.2 − 12.7 = +16.0 meV/f.u. (from unrounded values)

Within this model, the monoclinic film is lower. Had each side boundary been counted twice, its saving would have been 42.4 meV/f.u., and the balance would have been 50.0 − 42.4 − 12.7 = −5.2 meV/f.u. (from unrounded values). The counting error reverses the verdict.

**7. The critical diameter**

Hold h fixed and set ΔE = 0. Dividing by v and moving the face term to the left gives

Δu/v − 2Δγ_f/h = 2Δγ/D_c,

D_c = 2Δγ/(Δu/v − 2Δγ_f/h).

Here Δu/v = 0.050/0.034 = 1.471 eV/nm³ and 2Δγ_f/h = 0.374 eV/nm³. Their difference, from unrounded values, is 1.096 eV/nm³, so

D_c = 3.745/1.096 = 3.4 nm.

Grains narrower than this favour the polar film. Double counting doubles the numerator and leaves the denominator unchanged, so it gives 6.8 nm. The 6 nm grains lie between the two values, which is why their verdict changes. For grains well outside this interval, the error would alter the energy but not its sign.

Two limits show how the terms cooperate. In a very thick film the face term vanishes, and D_c = 3.745/1.471 = 2.5 nm. In a thinner film the faces do part of the work, and wider grains suffice. When h falls to 2Δγ_fv/Δu, also 2.5 nm because the two energy differences were chosen equal, the denominator reaches zero. The faces alone then pay the bulk cost, and no finite critical diameter remains. At such a thickness, though, a sharp separation into bulk and face energies is doubtful.

**8. If one grain changes at a time**

The comparison of two uniform films does not say what happens when a single grain turns polar among monoclinic neighbours. All of its wall changes, and no other grain changes with it. Does the factor four return?

It depends on the energy of a mixed boundary. Write this as the mean of the two pure values plus an excess e:

γ_mixed = ½(γ_polar + γ_mono) + e.

Before the change, the wall costs γ_mono per area. The difference is

γ_mixed − γ_mono = ½(γ_polar − γ_mono) + e = −½Δγ + e.

The full side surface of the grain is affected, 4/D per volume, so

Δu_wall = (4/D)(−½Δγ + e) = (−2Δγ + 4e)/D.

For e = 0 the saving is again 2Δγ/D, or 21.2 meV/f.u. The whole wall takes part, but each piece moves only halfway from the monoclinic to the polar energy. The halving has moved from the area to the energy change.

The excess e keeps its factor four, since a lone grain has mixed boundary all round. A modest e = 0.05 J/m² reduces the saving to 14.1 meV/f.u. At e = ½Δγ = 0.15 J/m² it disappears. The first grain to transform can therefore gain less than each grain gains when the whole film transforms. A positive excess opposes isolated polar grains and favours neighbours of the same phase. In an irregular pattern each grain has its own D = 4A/P, so neither uniform film need be the lowest state. In the random pattern with D_a = 6 nm, 15 to 16 % of the grains (about 5.6 % of the area) lower the energy by turning polar alone if e = 0, and about 3 % if e = 0.05 J/m². The gain is small: for e = 0 it is 0.4 meV/f.u. averaged over the film. These fractions leave out the elastic energy of a lone grain that misfits its neighbours. For a 1 % misfit in an otherwise unstressed film, with the elastic constants of section 9, this is 2.7 meV/f.u. for an in-plane misfit in plane stress, 3 to 4 meV/f.u. for the same misfit in a grain enclosed in all three directions, and 7.1 meV/f.u. if the enclosed grain misfits by 1 % along all three axes; the fraction for e = 0 then falls to about 12 %, 11 % or 8 %. The real change is not an equal stretch: the monoclinic angle near 99° corresponds to a tensor shear strain of about 0.08. Linear elasticity with the same constants charges a lone grain roughly 90 to 140 meV/f.u. for this shear, which would suppress nearly all such flips unless twinning cancels the shear inside the grain.

**9. Weighing what was left out**

The margin of 16.0 meV/f.u. must be compared with the neglected effects. The following inputs are rough, and several of the signs depend on the film.

**Grain shape and size.** If 6 nm is an equal-area diameter and the grains follow the random pattern, the boundary saving grows by 13 %, or 2.7 meV/f.u. If it is a number average of Dᵢ = 4Aᵢ/Pᵢ over similar grains with a 30 % spread, the saving falls by 1.8 meV/f.u. If it is a number average of equal-area diameters in the random pattern, the saving rises by about 2 meV/f.u.

**Triple lines.** Where three walls meet, the energy may differ from the sum of the walls. Each junction has three wall ends and each wall has two, so V junctions and E walls obey 3V = 2E. For a wide pattern with F grains, Euler's relation without rim terms is V − E + F = 0. Inserting E = 3V/2 gives V = 2F: two triple lines per grain. This holds when all junctions are threefold, as in the honeycomb and the random pattern; the square grid has one fourfold line per grain instead. Estimate their energy difference as Δγ times a core width of 0.5 nm, or 0.94 eV/nm. A hexagon 6 nm wide has area 31.2 nm², so the effect is 0.034 × 2 × 0.94/31.2 eV = 2.0 meV/f.u., of unknown sign.

**Film stress.** With an equal stress of 3 GPa along both in-plane directions and a strain difference of 1 % between the phases, the work is 2 × 3 GPa × 0.01 = 0.06 GPa, or 12.7 meV/f.u. Its sign depends on the stress and on the grain orientation. The equal 1 % strain is a stand-in: the real change also includes the shear noted in section 8, which is not weighed here. A substrate fixes the in-plane strain rather than the stress, so the two phases carry different stresses. With a biaxial modulus M = E/(1 − ν) ≈ 330 GPa in both phases (E = 250 GPa, ν = 0.25), 1 % of strain shifts the stress by 3.3 GPa. The 12.7 meV/f.u. then holds if 3 GPa is the mean stress of the two phases. Otherwise M × 0.01² = 0.033 GPa, or 7.1 meV/f.u., is subtracted or added: 5.7 meV/f.u. if 3 GPa is the stress in the more strained phase, 19.8 meV/f.u. if it is the stress in the less strained one.

**Applied field.** A polarization of 20 μC/cm² aligned with a field of 1 MV/cm lowers the polar phase by their product, 4.2 meV/f.u., if the electrodes screen perfectly. With the screening length l and permittivity ε of the next item, a voltage V couples to the polarization only by the fraction 1/(1 + 2εl/h), and V/h = 1 MV/cm gives 3.3 meV/f.u.

**Depolarization.** Imperfect screening by the electrodes raises a single-domain polar film by P²/(2ε₀ε) · 1/[1 + h/(2εl)] per volume, where l is the effective screening length at each face. With ε = 30 and l = 0.05 nm this is 3.7 meV/f.u. for 20 μC/cm² and 23 meV/f.u. for 50 μC/cm². The opposing field inside the film is then 1.7 or 4.3 MV/cm, large enough that a single-domain state at zero voltage is doubtful. Domains reduce the energy.

**Temperature.** An assumed entropy advantage of 0.01 meV/K per formula unit lowers the polar phase by TΔS = 7.0 meV/f.u. at an anneal temperature of 700 K. This is the high-temperature limit; measured from a static bulk energy, a Debye model with the same entropy difference at 700 K gives 7.4 to 8.5 meV/f.u. for Debye temperatures of 500 to 1000 K.

**Capacitor edge.** Let a square capacitor of side 100 nm be cut from a wide film, straight through the grains. The internal walls keep their average density 2/D, with D the diameter before cutting, and the cut adds outer walls of area 4/(100 nm) per volume. (If D = 4ΣAᵢ/ΣPᵢ were evaluated on the grains after cutting, half of this area would already be contained in 2/D, by the rule of section 4.) If the energy difference of the outer walls equals Δγ, they contribute 0.034 × 4 × 1.8725/100 eV = 2.5 meV/f.u.

**Phase volumes.** One v was used for both phases. With 0.0345 nm³ for the monoclinic and 0.0335 nm³ for the polar phase, the boundary saving at the same D becomes 23.0 instead of 21.2 meV/f.u. At the same h the face saving also grows, by an amount that depends on the absolute face energies: from 12.7 to 13.8 meV/f.u. for a monoclinic face energy of 1 J/m², and to 15.0 meV/f.u. for 2 J/m². Holding both D and h fixed compares different amounts of material, however. A film that keeps its in-plane size and its number of formula units changes h instead, and its face saving stays at 12.7 meV/f.u.

With 20 μC/cm² and with 3 GPa read as the mean stress of the two phases, none of these effects alone exceeds the margin. A mean stress of 3.8 GPa would reach it alone, and 3 GPa left in a polar film that is the less strained phase would exceed it. With perfect screening, a field of 3.8 MV/cm would also reach it (3.5 MV/cm if the polar permittivity is higher by 10), but this is close to breakdown in such films; for a polarization of 50 μC/cm², 1.5 MV/cm would suffice. A film aligned by the field is single-domain, though, and pays the depolarization energy: with l = 0.05 nm and ε = 30 in both phases, V/h must reach 6.0 MV/cm for 20 μC/cm² and 4.8 MV/cm for 50 μC/cm² (5.5 and 4.6 MV/cm if the monoclinic ε is 20), all above the 3.8 MV/cm already close to breakdown. Stress and entropy together exceed the margin, if both favour the polar phase: 12.7 + 7.0 = 19.7 meV/f.u. This assumes that domains remove the depolarization energy. A single-domain film with 20 μC/cm² pays 3.7 meV/f.u., which leaves 16.0 meV/f.u., only equal to the margin, and the mean stress needed alone rises from 3.8 to about 4.6 GPa. The calculated sign is therefore a result of the stated model, not a prediction for a manufactured film.

**10. Beside a real film**

A thickness of 10 nm is typical of hafnium zirconium oxide capacitors. Grain widths are roughly several to a few tens of nanometres, so 6 nm is at the small end. At 12 nm, with everything else fixed, the boundary saving halves to 10.6 meV/f.u. and the monoclinic margin grows to 26.7 meV/f.u. The bulk energy difference has the rough size found in electronic-structure calculations, and its value depends on composition and method. The boundary energy differences are the least certain inputs, and the saving is proportional to them.

Real grains need not run through the whole film. One horizontal boundary across the full film area adds Δγ/h to the polar saving, here 6.4 meV/f.u. This is half the contribution of the two faces, because Δγ and Δγ_f were chosen equal. The model also omits the tetragonal phase, which can compete with both phases considered here. Finally, it compares energies, whereas the phase found after annealing and cooling also depends on nucleation and on barriers between phases. A film can remain polar although another phase is lower in energy.

These uncertainties do not affect the counting rule. For columns that fill the film, with γ defined per area of contact, each internal side boundary enters the energy once. That is the reason for 2γ/D.
